\section*{Classical vibrational free energy of removing one lattice oxygen}

\section{What is being compared}

\textbf{Q.} A gate oxide loses an oxygen atom, and you want the vibrational part of the free energy cost. The crystal has a huge number of vibrations, and almost all survive. Why should the change be more than a small correction to the frequencies?

\textbf{A.} Because the number of vibrations changes too. Take a periodic cell of $N$ atoms at fixed volume, vibrating harmonically about a stable minimum. Remove one oxygen, of mass $m_O$, and let the other atoms relax to a new stable minimum. I write $\Delta$ for the defective cell minus the perfect cell, and primes for the defective cell.

Atoms are assigned to sites, so the entropy of choosing which site is empty is counted elsewhere. So are the static energy difference, electronic degeneracy and the chemical potential of the departed oxygen. The last has a temperature dependence of its own, so what follows is one term of the formation free energy.

\textbf{Q.} Then start with one vibration. Where does its free energy come from?

\textbf{A.} From its classical phase-space integral, the high-temperature limit; the last section gives the quantum correction. Let $u$ and $P$ be a displacement and momentum component of an atom of mass $m$. The scaled variables $\sqrt m\,u$ and $P/\sqrt m$ leave $du\,dP$ unchanged. An orthogonal rotation to normal coordinates $q,p$ also preserves the volume and gives each vibration the energy $p^2/2+\omega^2q^2/2$. With $k$ the Boltzmann constant,
\begin{align}
Z_\omega&=\frac{1}{2\pi\hbar}\int dp\,e^{-p^2/2kT}\int dq\,e^{-\omega^2q^2/2kT}\nonumber\\
&=\frac{1}{2\pi\hbar}\,\sqrt{2\pi kT}\;\frac{\sqrt{2\pi kT}}{\omega}=\frac{kT}{\hbar\omega}.
\end{align}
Hence $F_\omega=-kT\ln Z_\omega=kT\ln(\hbar\omega/kT)$. It is negative when $kT>\hbar\omega$: a soft, hot oscillator lowers the free energy, and losing it raises the free energy.

\section{Counting the modes}

\textbf{Q.} How many such terms are there? A periodic cell can slide as a whole at no cost.

\textbf{A.} That sliding gives three zero frequencies in each cell, which I set aside and treat below. Provided there are no other zero modes, the perfect cell has $3N-3$ vibrations $\omega_i$. The defective one has $3(N-1)-3=3N-6$ vibrations $\omega'_j$. Subtracting the sums,
\begin{align}
\Delta F_{\rm vib}&=kT\sum_{j=1}^{3N-6}\ln\frac{\hbar\omega'_j}{kT}-kT\sum_{i=1}^{3N-3}\ln\frac{\hbar\omega_i}{kT}\nonumber\\
&=kT\Big[\sum_j\ln\omega'_j-\sum_i\ln\omega_i\Big]\nonumber\\
&\quad+kT\,[(3N-6)-(3N-3)]\ln\frac{\hbar}{kT}\nonumber\\
&=kT\Big[\ln\frac{\prod_j\omega'_j}{\prod_i\omega_i}+3\ln\frac{kT}{\hbar}\Big].
\label{main}
\end{align}
The bracket in the third line is $-3$, and reversing the fraction inside the logarithm makes it $+3$. All separate logarithms use the same frequency unit.

\textbf{Q.} I could choose a frequency unit that makes the last logarithm disappear.

\textbf{A.} At one temperature, yes, by choosing $kT/\hbar$ as the unit, but then the unit changes with $T$. The product ratio has three more frequencies below than above, so its dimension is frequency$^{-3}$. The factor $(kT/\hbar)^3$ makes the argument a pure number. Had the two cells equally many vibrations, the ratio would be dimensionless and no explicit temperature logarithm would remain.

\textbf{Q.} Has that coefficient of three been seen in an actual phase-space integral, without normal modes?

\textbf{A.} Yes, for two coupled atoms in three dimensions, in units with $\hbar=1$. Their masses are 3.0 and 1.4. Springs to fixed points have Cartesian stiffnesses $(1.0,1.2,0.9)$ and $(1.1,0.8,1.0)$, and a spring of stiffness 0.3 along $(1,2,2)/3$ joins the atoms. The second atom is removed with its springs. There are no free translations here, so six vibrations become three.

Direct quadrature gives $\Delta F=-0.520454$ at $kT=0.7$ and $7.688478$ at $kT=2.5$. The frequency formula gives the same printed digits. Dividing each by its $kT$ and taking the difference removes the fixed product ratio:
\begin{equation}
\frac{7.688478/2.5-(-0.520454)/0.7}{\ln(2.5/0.7)}=3.000.
\end{equation}

\section{One effective frequency}

\textbf{Q.} A ratio of hundreds of frequencies tells me little. Can it be read as something physical?

\textbf{A.} Its dimension suggests defining one frequency $\omega_*$ by
\begin{equation}
\omega_*^3=\frac{\prod_i\omega_i}{\prod_j\omega'_j}.
\end{equation}
The first logarithm in \eqref{main} is then $-3\ln\omega_*$, and
\begin{equation}
\Delta F_{\rm vib}=3kT\ln\frac{kT}{\hbar\omega_*}=-3kT\ln\frac{\hbar\omega_*}{kT}.
\label{star}
\end{equation}
Classically, the removal acts like deleting three oscillators of frequency $\omega_*$, although many of the surviving vibrations shift as well. At fixed frequencies,
\begin{align}
\Delta S&=-\frac{\partial\Delta F_{\rm vib}}{\partial T}
=-3k\ln\frac{kT}{\hbar\omega_*}-3kT\,\frac1T\nonumber\\
&=-3k\Big[1+\ln\frac{kT}{\hbar\omega_*}\Big],\\
\Delta U&=\Delta F_{\rm vib}+T\Delta S=-3kT.
\end{align}
The energy is equipartition: each lost vibration held $kT$. The free energy changes sign at $kT=\hbar\omega_*$. In a dilute equilibrium concentration this term contributes the factor
\begin{equation}
e^{-\Delta F_{\rm vib}/kT}=\Big(\frac{\hbar\omega_*}{kT}\Big)^3 ,
\end{equation}
which falls as $T^{-3}$. The whole concentration need not fall, since the static energy and the oxygen reservoir enter as well.

\section{Why it is not simply the oxygen frequency}

\textbf{Q.} Surely $\omega_*$ is the frequency at which the oxygen rattled between its neighbours.

\textbf{A.} It would be if the neighbours were clamped in place and no surviving bond changed its stiffness. Heavy neighbours are not enough, as the result below shows. To see the difference, split the displacements into $u_O$ for the oxygen and $u_R$ for the rest. The harmonic energy is
\begin{equation}
V=\tfrac12u_O^TK_{OO}u_O+u_O^TK_{OR}u_R+\tfrac12u_R^TK_{RR}u_R .
\end{equation}
Put $s=u_O+K_{OO}^{-1}K_{OR}u_R$. Expanding $\tfrac12s^TK_{OO}s$ reproduces the first two terms and adds $\tfrac12u_R^TK_{RO}K_{OO}^{-1}K_{OR}u_R$, which must be subtracted:
\begin{align}
V&=\tfrac12s^TK_{OO}s+\tfrac12u_R^TK_{\rm eff}u_R,\\
K_{\rm eff}&=K_{RR}-K_{RO}K_{OO}^{-1}K_{OR}.
\end{align}
$K_{\rm eff}$ is the host stiffness when the oxygen follows its neighbours to the lowest energy. After removal the host has stiffness $K'$.

Now take the ratio of the complete partition functions, sliding included. The host momentum integrals cancel. What remains is the oxygen momentum, the integral over $s$, and two integrals over the same host coordinates:
\begin{equation}
\frac{Z}{Z'}=\frac{(2\pi m_OkT)^{3/2}}{(2\pi\hbar)^3}\,
\frac{(2\pi kT)^{3/2}}{\sqrt{\det K_{OO}}}\,
\frac{\int du_R\,e^{-u_R^TK_{\rm eff}u_R/2kT}}{\int du_R\,e^{-u_R^TK'u_R/2kT}} .
\end{equation}

\textbf{Q.} Those last integrals diverge along the sliding directions.

\textbf{A.} The cell volume limits them, equally in both. A uniform shift costs nothing for $K'$. It costs nothing for $K_{\rm eff}$ either, because the oxygen follows. Thus the same three coordinates with the same range cancel, leaving $3N-6$ Gaussian integrals above and below. Let $\det^+$ be the product of the nonzero eigenvalues and define
\begin{equation}
\Omega_E^3=\frac{\sqrt{\det K_{OO}}}{m_O^{3/2}},\qquad
R=\Big(\frac{\det^+K_{\rm eff}}{\det^+K'}\Big)^{1/6}.
\end{equation}
$\Omega_E$ is the geometric mean frequency of the oxygen with its neighbours fixed. The host ratio is $(\det^+K'/\det^+K_{\rm eff})^{1/2}=R^{-3}$, and the factors of $2\pi$ cancel:
\begin{equation}
\frac{Z}{Z'}=\Big(\frac{kT}{\hbar\Omega_ER}\Big)^3,\qquad
\Delta F_{\rm tot}=kT\ln\frac{Z}{Z'}=3kT\ln\frac{kT}{\hbar\Omega_ER}.
\end{equation}

\textbf{Q.} That includes the sliding, which you had set aside.

\textbf{A.} So it must be subtracted. A cell of mass $M$ free to move in volume $\mathcal V$ has $Z_{\rm tr}=\mathcal V(MkT/2\pi\hbar^2)^{3/2}$. With $M'=M-m_O$,
\begin{equation}
\Delta F_{\rm tr}=-kT\ln\Big(\frac{M'}{M}\Big)^{3/2}=\tfrac32kT\ln\frac{M}{M'} .
\end{equation}
Then $\Delta F_{\rm vib}=\Delta F_{\rm tot}-\Delta F_{\rm tr}$, and comparison with \eqref{star} gives
\begin{equation}
\omega_*=\Omega_E\,R\,\sqrt{M/M'} .
\label{factor}
\end{equation}
The last factor tends to one in a large cell. Host masses then disappear from the classical answer, and the mass that matters is that of the removed atom.

\textbf{Q.} Which way does $R$ push?

\textbf{A.} Suppose removal deletes springs of positive stiffness and changes nothing else. For any host displacement, the energy with a following oxygen equals the energy of the surviving springs plus the least energy of the deleted ones. The second part cannot be negative. Each ordered eigenvalue of $K_{\rm eff}$ is therefore at least that of $K'$, and $R\ge1$. If relaxation stiffens the surviving bonds, $\det^+K'$ grows and $R$ falls, possibly below one.

\section{Numbers for a gate-oxide-like lattice}

\textbf{Q.} Show me a case where these effects compete.

\textbf{A.} Take a fluorite-structured lattice with metal mass 180 u and oxygen mass 16 u. Central springs join metal--oxygen, oxygen--oxygen and metal--metal pairs, with stiffnesses 6, 1 and 2 eV/\AA$^2$. They are unstretched at the lattice sites. Relaxation is represented by stiffening the remaining metal--oxygen bonds of the vacancy's four metal neighbours by 10\%. That figure is an assumption, not a computed relaxation.

The four tetrahedral bonds give an on-site stiffness of $\tfrac43\times6=8$, and the six oxygen neighbours add $2\times1$. The total is 10 eV/\AA$^2$ in every direction, so $\hbar\Omega_E=51.1$ meV. In a 96-atom cell, \eqref{factor} reads
\begin{align}
\text{plain removal:}\quad&51.114\times1.3158\times1.0012=67.3\ \text{meV},\nonumber\\
\text{with stiffening:}\quad&51.114\times0.9534\times1.0012=48.8\ \text{meV}.\nonumber
\end{align}
Direct diagonalization before and after removal gives the same two values of $\hbar\omega_*$.

\textbf{Q.} A ten percent change in some bonds moves $\omega_*$ that much?

\textbf{A.} Yes, because 28 bonds are involved, seven on each of four metals, and to first order their effects add in $\ln\det^+K'$. At 1000 K, where $3kT=258.5$ meV, the two cases differ by $258.5\ln(67.335/48.790)=83$ meV. The response of the host is therefore the main thing to get right in this model.

I continue with the stiffened case in a 324-atom cell, where 969 vibrations become 966 and $\hbar\omega_*=48.96$ meV. At 1000 K,
\begin{equation}
\Delta F_{\rm vib}=-258.5\,\ln\frac{48.96}{86.17}\ \text{meV}=146\ \text{meV}=0.146\ \text{eV}.
\end{equation}
The concentration factor is $(48.96/86.17)^3=0.18$. At 1300 K, a hotter anneal, the change is 278 meV and the factor 0.083. At 400 K, a hot device, $kT=34.47$ meV lies below $\hbar\omega_*$. The classical change is then $-36$ meV and the factor 2.9. That factor describes a concentration only if the vacancies can still equilibrate with the oxygen reservoir; if they were frozen in after the anneal, cooling does not change their number. The sign changes at 568 K.

\textbf{Q.} What if I keep the frequency ratio and drop the temperature logarithm?

\textbf{A.} Then the answer depends on your unit. The same $\omega_*$ corresponds to 11.84 THz or 394.8 cm$^{-1}$. At 1000 K the truncated expression yields $-258.5\ln11.84=-639$ meV in the first unit and $-258.5\ln394.8=-1546$ meV in the second. Neither number is a free energy change, and both have the wrong sign here.

\section{Where the classical result gives way}

\textbf{Q.} At 400 K your oscillator quantum exceeds $kT$. Why trust a classical formula there?

\textbf{A.} With reservations that can be measured. Let $x=\hbar\omega/kT$. Summing over the quantum levels,
\begin{equation}
Z_\omega=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$, so
\begin{equation}
F_\omega=kT\Big[\ln x+\frac{x^2}{24}+\dots\Big].
\end{equation}
The first term is the classical one. The second, summed over each cell and then subtracted, gives
\begin{equation}
\Delta F_{\rm q}-\Delta F_{\rm vib}\simeq\frac{\hbar^2}{24kT}\Big(\sum_j\omega_j'^2-\sum_i\omega_i^2\Big).
\end{equation}
For the example this leading term is $-6.3$ meV at 400 K and $-2.5$ meV at 1000 K. The full quantum sums differ from the classical result by $-6.2$ and $-2.5$ meV. The correction is 17\% of the classical magnitude at 400 K, against 1.7\% at 1000 K: the leading term is larger by the factor $1000/400$, and the classical value is about four times smaller in magnitude. The quantum sign change lies at 584 K.

\textbf{Q.} And at very low temperature?

\textbf{A.} The logarithm disappears. When $x$ is large for every vibration, $2\sinh(x/2)\to e^{x/2}$ and $F_\omega\to\hbar\omega/2$. Hence
\begin{equation}
\Delta F_{\rm q}\to\frac{\hbar}{2}\Big(\sum_j\omega'_j-\sum_i\omega_i\Big),
\end{equation}
a constant zero-point difference. The classical expression instead tends to zero as $T\ln T$.

\textbf{Q.} Real bonds are not harmonic, and real crystals expand.

\textbf{A.} For the first, replace the oxygen's four metal bonds by Morse bonds of the same stiffness, range parameter 1.5 \AA$^{-1}$ and depth 1.33 eV, with all neighbours fixed at a lattice constant of 5.1 \AA. With all ten bond lengths taken exactly from the oxygen's position, its free energy in place is lowered, so removal costs 1.1 meV more at 1000 K and 2.0 meV more at 1300 K. This is a near cancellation, and its sign is not general. The same Morse bonds with stretches measured along fixed bond directions give $-1.9$ meV at 1000 K, and a range parameter of 2.5 \AA$^{-1}$ at the same stiffness gives $-0.3$ meV. Only the smallness of the shift, a few meV at most in these cases, should be kept. Anharmonic motion of the host is not covered by this estimate.

For expansion, let every frequency fall by the factor $e^{-\gamma\alpha(T-T_0)}$, with Gr\"uneisen parameter $\gamma=1.5$, volume expansion coefficient $\alpha=2\times10^{-5}$ K$^{-1}$ and $T_0=300$ K. The product ratio has three net frequencies, so $\omega_*$ falls by the same factor. At 1000 K the shift is
\begin{equation}
3kT\gamma\alpha(T-T_0)=258.5\times1.5\times2\times10^{-5}\times700=5.4\ \text{meV}.
\end{equation}
This assumes the same $\gamma$ for every mode and the same volume for both cells at each temperature.

\textbf{Q.} What about the finite cell and the electrons?

\textbf{A.} Going from 96 to 324 atoms at the same 10\% stiffening changes the result by $-0.9$ meV at 1000 K. Much larger cells lower it by a further 0.4 meV: $\hbar\omega_*$ approaches 49.04 meV and the classical sign change moves to 569 K. The rigid-translation term in the larger cell is 0.09 meV. Electrons can matter more. If the vacancy holds one unpaired electron and the perfect crystal none, two equivalent spin states add $-kT\ln2=-60$ meV at 1000 K. That term belongs beside $\Delta F_{\rm vib}$ in the formation free energy.

\textbf{Q.} How much of this can I carry over to a hafnium dioxide gate film?

\textbf{A.} The counting carries over wherever both structures are stable and nearly harmonic; the value of $\omega_*$ does not. The temperature logarithm with its coefficient of three is a classical result, so it is less accurate at 400 K than at an anneal temperature. The masses and lattice constant are roughly those of hafnia. The model's highest vibration, 58 meV, is too low: monoclinic hafnia has vibrations up to roughly 95 meV. Scaling every model frequency up to that top would give $\hbar\omega_*=80$ meV, move the classical sign change to about 925 K and cut the 1000 K value from 146 to 20 meV. The model also lacks long-range polar forces. The model has one kind of oxygen site, whereas monoclinic hafnia has two, with three and four metal neighbours. Real films are often amorphous or polycrystalline, which adds further variety, so $\omega_*$ varies from site to site.

The sensitivity follows from \eqref{star}: if $\omega_*$ is multiplied by $c$, $\Delta F_{\rm vib}$ changes by $-3kT\ln c$. A site with $\omega_*$ 20\% higher has a free energy change lower by $258.5\ln1.2=47$ meV at 1000 K, and its concentration factor is larger by $1.2^3=1.7$, other terms held fixed. If an atom near the vacancy hops between several minima, or a vibration becomes nearly free, one harmonic well no longer suffices and \eqref{main} fails for that motion. The numerical output lists the remaining values for all three temperatures.

\section*{Computed values}
\begin{verbatim}
Two-atom quadrature test (hbar = 1, dimensionless)
 kT=0.7: dF quadrature -0.520454, formula -0.520454
 kT=2.5: dF quadrature 7.688478, formula 7.688478
 coefficient of ln T in dF/kT: 3.00000
Model inputs
 lattice constant 5.1 angstrom
 masses: metal 180.0 u, oxygen 16.0 u
 springs MO, OO, MM: 6.0, 1.0, 2.0 eV/A^2
 stiffening factor near vacancy 1.10
Modes and effective frequency
 atoms 324; modes 969 before, 966 after
 highest mode: 58.37 before, 58.94 after (meV)
 oxygen on-site stiffness 10.000 eV/A^2
 fixed-neighbour oxygen energy hbar W_E 51.114 meV
 hbar w*, 324 atoms, stiffened: 48.955 meV
 same as frequency: 11.837 THz, 394.8 cm^-1
 hbar w*, 96 atoms, stiffened: 48.790 meV
 hbar w*, 96 atoms, plain removal: 67.335 meV
 R, 96 atoms: plain 1.31581, stiffened 0.95341
 sqrt(M/M'), 96 atoms: 1.001181
 dF = 0 at 568.1 K classical, 584.4 K quantum
Free energy change (324 atoms, stiffened)
 T=400 K: kT 34.469 meV, dF classical -36.28 meV
  dF quantum -42.50 meV, difference -6.22 meV
  leading quantum term -6.27 meV
  dU -103.41 meV, dS -1.9475 k
  vacancy weight exp(-dF/kT) 2.8648
  anharmonic cage shift of dF 0.17 meV
 T=1000 K: kT 86.173 meV, dF classical 146.18 meV
  dF quantum 143.68 meV, difference -2.50 meV
  leading quantum term -2.51 meV
  dU -258.52 meV, dS -4.6964 k
  vacancy weight exp(-dF/kT) 0.1833
  anharmonic cage shift of dF 1.12 meV
 T=1300 K: kT 112.025 meV, dF classical 278.21 meV
  dF quantum 276.29 meV, difference -1.93 meV
  leading quantum term -1.93 meV
  dU -336.08 meV, dS -5.4835 k
  vacancy weight exp(-dF/kT) 0.0835
  anharmonic cage shift of dF 1.95 meV
At 1000 K
 dF in eV: 0.1462 eV
 log dropped, THz: -638.9 meV
 log dropped, cm^-1: -1545.6 meV
 rigid translation term 0.090 meV
 cell size, 324 minus 96 atoms: -0.874 meV
 thermal expansion shift 5.43 meV
  from Gruneisen 1.5, expansion 2.0e-05 /K, from 300 K
 spin degeneracy term -kT ln 2: -59.73 meV
 Morse range 1.5 /A, depth 1.333 eV
\end{verbatim}
